# Composing Two Rotations by Multiplying SU(2) Matrices: a program that tests the result

```python
"""Composition of two rotations through SU(2).

Result under test: turn 1 (unit axis n1, angle t1) followed by turn 2
(n2, t2), both active, right-handed and about fixed axes, equals one turn
by Theta about N, where
  cos(Theta/2)   = c1 c2 - s1 s2 n1.n2
  N sin(Theta/2) = s1 c2 n1 + c1 s2 n2 - s1 s2 n1 x n2
with ci = cos(ti/2), si = sin(ti/2).
The reference side uses matrix exponentials of the spin-1/2 generators and
of the 3x3 cross-product generators. Angles are in radians internally.
"""
import numpy as np
from scipy.linalg import expm

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
ONE2, ONE3 = np.eye(2), np.eye(3)
X, Y, Z = ONE3


def dot_sigma(v):
    return np.einsum("i,ijk->jk", v, SIGMA)


def spin_exp(n, angle):
    return expm(-0.5j * angle * dot_sigma(n))


def cross_matrix(n):
    """Matrix K with K v = n x v."""
    return np.column_stack([np.cross(n, e) for e in ONE3])


def vector_exp(n, angle):
    return expm(angle * cross_matrix(n))


def rodrigues(n1, t1, n2, t2):
    """Derived formula: scalar part, vector part, axis N, angle Theta."""
    c1, s1 = np.cos(t1 / 2), np.sin(t1 / 2)
    c2, s2 = np.cos(t2 / 2), np.sin(t2 / 2)
    w0 = c1 * c2 - s1 * s2 * (n1 @ n2)
    w = s1 * c2 * n1 + c1 * s2 * n2 - s1 * s2 * np.cross(n1, n2)
    size = np.linalg.norm(w)
    return w0, w, w / size, 2 * np.arctan2(size, w0)


def reduce_turn(axis, angle):
    """Same vector rotation described by an angle of at most pi."""
    return (-axis, 2 * np.pi - angle) if angle > np.pi else (axis, angle)


def measure_turn(rot):
    """Axis from the fixed direction, angle from a perpendicular vector."""
    vh = np.linalg.svd(rot - ONE3)[2]
    axis, perp = vh[2], vh[0]
    image = rot @ perp
    angle = np.arctan2(axis @ np.cross(perp, image), perp @ image)
    return (axis, angle) if angle > 0 else (-axis, -angle)


def close(a, b, tol=1e-10):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


rng = np.random.default_rng(7)


def random_axis():
    v = rng.normal(size=3)
    return v / np.linalg.norm(v)


trials = 200
worst_spin = worst_vector = 0.0
for _ in range(trials):
    n1, n2 = random_axis(), random_axis()
    t1, t2 = rng.uniform(0.1, 2 * np.pi - 0.1, size=2)
    a, b = rng.normal(size=3), rng.normal(size=3)

    # Product of Pauli vectors and closed form of the exponential
    assert close(dot_sigma(a) @ dot_sigma(b),
                 (a @ b) * ONE2 + 1j * dot_sigma(np.cross(a, b)))
    u1, u2 = spin_exp(n1, t1), spin_exp(n2, t2)
    assert close(u1, np.cos(t1 / 2) * ONE2
                 - 1j * np.sin(t1 / 2) * dot_sigma(n1))

    # Conjugation by U rotates the vector in the right-handed sense
    r1, r2 = vector_exp(n1, t1), vector_exp(n2, t2)
    assert close(u1 @ dot_sigma(a) @ u1.conj().T, dot_sigma(r1 @ a))
    assert close(r1 @ a, a * np.cos(t1) + np.cross(n1, a) * np.sin(t1)
                 + n1 * (n1 @ a) * (1 - np.cos(t1)))

    # Composition: SU(2) with its sign, then the vector rotation
    w0, w, axis, angle = rodrigues(n1, t1, n2, t2)
    assert abs(w0**2 + w @ w - 1) < 1e-12
    err = np.max(np.abs(spin_exp(axis, angle) - u2 @ u1))
    worst_spin = max(worst_spin, err)
    err = np.max(np.abs(vector_exp(axis, angle) - r2 @ r1))
    worst_vector = max(worst_vector, err)
    m_axis, m_angle = measure_turn(r2 @ r1)
    f_axis, f_angle = reduce_turn(axis, angle)
    # looser: the fixed direction is less well determined for small turns
    assert close(m_axis, f_axis, 1e-8) and abs(m_angle - f_angle) < 1e-8

    # Exchanged order: same angle, found from the matrices themselves
    assert abs(measure_turn(r1 @ r2)[1] - m_angle) < 1e-8

    # Turns about one common axis add
    assert close(vector_exp(n1, t2) @ r1, vector_exp(n1, t1 + t2))

    # Two half turns: twice the angle between the axes, about n1 x n2
    m = np.cross(n1, n2)
    alpha = np.arctan2(np.linalg.norm(m), n1 @ n2)
    assert close(vector_exp(n2, np.pi) @ vector_exp(n1, np.pi),
                 vector_exp(m / np.linalg.norm(m), 2 * alpha))

    # Tangent form against the Cayley transform of the rotation matrix
    p1, p2 = rng.uniform(0.1, 3.0, size=2)
    g1, g2 = n1 * np.tan(p1 / 2), n2 * np.tan(p2 / 2)
    g = (g1 + g2 - np.cross(g1, g2)) / (1 - g1 @ g2)
    rot = vector_exp(n2, p2) @ vector_exp(n1, p1)
    cayley = (rot - ONE3) @ np.linalg.inv(rot + ONE3)
    # rounding grows as the square of g close to a half turn
    assert close(cayley, cross_matrix(g), 1e-10 * (1 + g @ g))

assert worst_spin < 1e-10 and worst_vector < 1e-10


def vec(v, digits=4):
    return "(" + ", ".join(f"{round(float(q), digits) + 0.0:.{digits}f}"
                           for q in v) + ")"


def cvec(row):
    return "  ".join(f"{round(q.real, 4) + 0.0:+.4f}"
                     f"{round(q.imag, 4) + 0.0:+.4f}i" for q in row)


deg = np.degrees
quarter = np.pi / 2

# Worked example: quarter turns about x and y, in both orders
rot_xy = vector_exp(Y, quarter) @ vector_exp(X, quarter)
rot_yx = vector_exp(X, quarter) @ vector_exp(Y, quarter)
spin_xy = spin_exp(Y, quarter) @ spin_exp(X, quarter)
w0, w, axis_xy, angle_xy = rodrigues(X, quarter, Y, quarter)
v0, v, axis_yx, angle_yx = rodrigues(Y, quarter, X, quarter)
ax_m, an_m = measure_turn(rot_xy)
bx_m, bn_m = measure_turn(rot_yx)
assert close(ax_m, np.array([1, 1, -1]) / np.sqrt(3))
assert close(bx_m, np.array([1, 1, 1]) / np.sqrt(3))
assert abs(deg(an_m) - 120) < 1e-9 and abs(deg(bn_m) - 120) < 1e-9
assert close(axis_xy, ax_m) and close(axis_yx, bx_m)
assert abs(angle_xy - an_m) < 1e-10 and abs(angle_yx - bn_m) < 1e-10
assert close(rot_xy @ X, -Z) and close(rot_xy @ Y, X)
assert close(rot_xy @ Z, -Y)
rot_cubed = np.linalg.matrix_power(rot_xy, 3)
spin_cubed = np.linalg.matrix_power(spin_xy, 3)
assert close(rot_cubed, ONE3) and close(spin_cubed, -ONE2)

print("EXAMPLE 1: quarter turns about x and y")
print(f"angle of each turn: {deg(quarter):.1f} degrees")
print(f"cos and sin of half the angle: {np.cos(quarter/2):.4f}, "
      f"{np.sin(quarter/2):.4f}")
print("SU(2) product, x first then y, row 1:", cvec(spin_xy[0]))
print("SU(2) product, x first then y, row 2:", cvec(spin_xy[1]))
print(f"x then y: cos(Theta/2) = {w0:.4f}")
print("x then y: N sin(Theta/2) =", vec(w))
print(f"x then y: Theta = {deg(angle_xy):.4f} degrees")
print("x then y: N =", vec(axis_xy))
print(f"x then y, from 3x3 matrices: angle = {deg(an_m):.4f} degrees")
print("x then y, from 3x3 matrices: axis =", vec(ax_m))
for name, e in zip("xyz", ONE3):
    print(f"x then y: image of unit vector {name} =", vec(rot_xy @ e, 1))
print(f"x then y three times: trace of 3x3 matrix = "
      f"{np.trace(rot_cubed):.4f}")
print(f"x then y three times: trace of SU(2) matrix = "
      f"{np.trace(spin_cubed).real:.4f}")
print(f"y then x: cos(Theta/2) = {v0:.4f}")
print("y then x: N sin(Theta/2) =", vec(v))
print(f"y then x: Theta = {deg(angle_yx):.4f} degrees")
print("y then x: N =", vec(axis_yx))
print(f"angle between the two resultant axes = "
      f"{deg(np.arccos(axis_xy @ axis_yx)):.2f} degrees")

# Second example: the formula returns an angle above 180 degrees
n1, t1 = Z, np.radians(140.0)
n2, t2 = np.array([0.6, 0.0, 0.8]), np.radians(110.0)
w0, w, axis, angle = rodrigues(n1, t1, n2, t2)
short_axis, short_angle = reduce_turn(axis, angle)
m_axis, m_angle = measure_turn(vector_exp(n2, t2) @ vector_exp(n1, t1))
assert angle > np.pi
assert close(short_axis, m_axis) and abs(short_angle - m_angle) < 1e-10
product = spin_exp(n2, t2) @ spin_exp(n1, t1)
assert close(spin_exp(axis, angle), product)
assert close(spin_exp(short_axis, short_angle), -product)

print("EXAMPLE 2: resultant above 180 degrees")
print(f"turn 1: {deg(t1):.1f} degrees about", vec(n1, 1))
print(f"turn 2: {deg(t2):.1f} degrees about", vec(n2, 1))
print(f"c1, s1 = {np.cos(t1/2):.4f}, {np.sin(t1/2):.4f}")
print(f"c2, s2 = {np.cos(t2/2):.4f}, {np.sin(t2/2):.4f}")
print(f"n1.n2 = {n1 @ n2:.4f}")
print("n1 x n2 =", vec(np.cross(n1, n2)))
print(f"cos(Theta/2) = {w0:.4f}")
print("N sin(Theta/2) =", vec(w))
print(f"sin(Theta/2) = {np.linalg.norm(w):.4f}")
print(f"Theta/2 = {deg(angle / 2):.2f} degrees")
print(f"Theta = {deg(angle):.2f} degrees about N =", vec(axis))
print(f"same vector rotation: {deg(short_angle):.2f} degrees about",
      vec(short_axis))
print(f"from 3x3 matrices: {deg(m_angle):.2f} degrees about", vec(m_axis))

print("TESTS ON RANDOM PAIRS OF TURNS")
print(f"number of pairs: {trials}")
print(f"largest SU(2) matrix error below 1e-10: {worst_spin < 1e-10}")
print(f"largest 3x3 matrix error below 1e-10: {worst_vector < 1e-10}")
print("every check passed")
```

Running it gives:

```
EXAMPLE 1: quarter turns about x and y
angle of each turn: 90.0 degrees
cos and sin of half the angle: 0.7071, 0.7071
SU(2) product, x first then y, row 1: +0.5000+0.5000i  -0.5000-0.5000i
SU(2) product, x first then y, row 2: +0.5000-0.5000i  +0.5000-0.5000i
x then y: cos(Theta/2) = 0.5000
x then y: N sin(Theta/2) = (0.5000, 0.5000, -0.5000)
x then y: Theta = 120.0000 degrees
x then y: N = (0.5774, 0.5774, -0.5774)
x then y, from 3x3 matrices: angle = 120.0000 degrees
x then y, from 3x3 matrices: axis = (0.5774, 0.5774, -0.5774)
x then y: image of unit vector x = (0.0, 0.0, -1.0)
x then y: image of unit vector y = (1.0, 0.0, 0.0)
x then y: image of unit vector z = (0.0, -1.0, 0.0)
x then y three times: trace of 3x3 matrix = 3.0000
x then y three times: trace of SU(2) matrix = -2.0000
y then x: cos(Theta/2) = 0.5000
y then x: N sin(Theta/2) = (0.5000, 0.5000, 0.5000)
y then x: Theta = 120.0000 degrees
y then x: N = (0.5774, 0.5774, 0.5774)
angle between the two resultant axes = 70.53 degrees
EXAMPLE 2: resultant above 180 degrees
turn 1: 140.0 degrees about (0.0, 0.0, 1.0)
turn 2: 110.0 degrees about (0.6, 0.0, 0.8)
c1, s1 = 0.3420, 0.9397
c2, s2 = 0.5736, 0.8192
n1.n2 = 0.8000
n1 x n2 = (0.0000, 0.6000, 0.0000)
cos(Theta/2) = -0.4196
N sin(Theta/2) = (0.1681, -0.4619, 0.7631)
sin(Theta/2) = 0.9077
Theta/2 = 114.81 degrees
Theta = 229.62 degrees about N = (0.1852, -0.5088, 0.8407)
same vector rotation: 130.38 degrees about (-0.1852, 0.5088, -0.8407)
from 3x3 matrices: 130.38 degrees about (-0.1852, 0.5088, -0.8407)
TESTS ON RANDOM PAIRS OF TURNS
number of pairs: 200
largest SU(2) matrix error below 1e-10: True
largest 3x3 matrix error below 1e-10: True
every check passed
```
